# Dipole of an s–p hybrid from smooth and augmented densities: verification in Python

```python
# Result under test: for a hydrogen n=2 hybrid psi = cos(a) s + sin(a) p_z,
#   <z>_all-electron = <z>_smooth + sum_ij c_i c_j M_ij = 3 sin(2a)  (bohr),
# M_ij = integral over r < RC of (phi_i phi_j - smooth_i smooth_j) z,
# c_i = projector coefficients of the smooth hybrid. Index 0 is s, 1 is p_z.
# q_ij is the same integral without z (the charge missing from the smooth density).
# Atomic units; the electronic dipole moment is -e<z>.
import numpy as np
import sympy as sp
from scipy import constants as const

RC = 4.0

# ---- symbolic checks of the radial waves ----
r = sp.symbols("r", positive=True)
true_s = (r - 2) * sp.exp(-r / 2) / sp.sqrt(8)
true_p = r * sp.exp(-r / 2) / sp.sqrt(24)
x2 = r**2 / 16
poly_s = sp.exp(-2) * (1 + 2 * x2 - x2**2) / sp.sqrt(8)
poly_p = r * sp.exp(-2) * (sp.Rational(11, 4) - sp.Rational(5, 2) * x2
                           + sp.Rational(3, 4) * x2**2) / sp.sqrt(24)
for ell, wave, poly in ((0, true_s, poly_s), (1, true_p, poly_p)):
    u = r * wave
    residual = (-sp.diff(u, r, 2) / 2 + ell * (ell + 1) * u / (2 * r**2)
                - u / r + u / 8)
    assert sp.simplify(residual) == 0
    assert sp.simplify(sp.integrate(sp.expand(u**2), (r, 0, sp.oo)) - 1) == 0
    for order in range(3):
        jump = sp.diff(wave - poly, r, order).subs(r, 4)
        assert sp.simplify(jump) == 0

# ---- numerical waves, including their angular factors ----
f_true = [sp.lambdify(r, f, "numpy") for f in (true_s, true_p)]
f_poly = [sp.lambdify(r, f, "numpy") for f in (poly_s, poly_p)]


def waves(radius, cosine, smooth):
    radial = [f(radius) for f in f_true]
    if smooth:
        radial = [np.where(radius < RC, g(radius), f)
                  for g, f in zip(f_poly, radial)]
    return (radial[0] / np.sqrt(4 * np.pi),
            radial[1] * np.sqrt(3 / (4 * np.pi)) * cosine)


def hybrid(radius, cosine, angle, smooth):
    s, p = waves(radius, cosine, smooth)
    return np.cos(angle) * s + np.sin(angle) * p


def panel(low, high, count):
    t, w = np.polynomial.legendre.leggauss(count)
    return low + (high - low) * (t + 1) / 2, w * (high - low) / 2


def sphere_grid(panels):
    parts = [panel(*item) for item in panels]
    rad = np.concatenate([q[0] for q in parts])
    wr = np.concatenate([q[1] for q in parts])
    cosine, wc = panel(-1, 1, 12)
    R, C = np.meshgrid(rad, cosine, indexing="ij")
    return R, C, 2 * np.pi * np.outer(wr * rad**2, wc)


R, C, W = sphere_grid([(0, RC, 50), (RC, 90, 120)])
Rin, Cin, Win = sphere_grid([(0, RC, 50)])

# ---- augmentation moments from their definition ----
phi = waves(Rin, Cin, False)
phs = waves(Rin, Cin, True)
M = np.zeros((2, 2))
q = np.zeros((2, 2))
for i in range(2):
    for j in range(2):
        diff = phi[i] * phi[j] - phs[i] * phs[j]
        M[i, j] = np.sum(Win * diff * Rin * Cin)
        q[i, j] = np.sum(Win * diff)
assert abs(M[0, 0]) < 1e-12 and abs(M[1, 1]) < 1e-12 and abs(q[0, 1]) < 1e-12

# ---- closed forms ----
e4 = np.exp(-4.0)
outside = 437 / 3 * e4
true_inside = 3 - outside
smooth_inside = 128 / 3 * 22826 / 45045 * e4
M_formula = true_inside - smooth_inside
qss_formula = 1 - (45 + 8 * 3692 / 3465) * e4
qpp_formula = 1 - (103 / 3 + 128 / 3 * 18169 / 45045) * e4
assert abs(M[0, 1] - M_formula) < 1e-10
assert abs(q[0, 0] - qss_formula) < 1e-10
assert abs(q[1, 1] - qpp_formula) < 1e-10
assert abs(np.sum(Win * phi[0] * phi[1] * Rin * Cin) - true_inside) < 1e-10
assert abs(np.sum(Win * phs[0] * phs[1] * Rin * Cin) - smooth_inside) < 1e-10


def coefficients(angle, power):
    """Overlaps of the smooth hybrid with projectors dual to the smooth waves."""
    window = (1 - (Rin / RC)**2)**power
    psi = hybrid(Rin, Cin, angle, True)
    return np.array([np.sum(Win * window * f * psi)
                     / np.sum(Win * window * f * f) for f in phs])


def analyse(angle):
    n_true = hybrid(R, C, angle, False)**2
    n_smooth = hybrid(R, C, angle, True)**2
    z_true = np.sum(W * n_true * R * C)
    z_smooth = np.sum(W * n_smooth * R * C)
    norm_smooth = np.sum(W * n_smooth)
    for power in (1, 3):
        c = coefficients(angle, power)
        assert np.allclose(c, [np.cos(angle), np.sin(angle)], atol=1e-11)
        z_aug = c @ M @ c
        q_aug = c @ q @ c
        assert abs(z_smooth + z_aug - z_true) < 1e-9
        assert abs(norm_smooth + q_aug - 1) < 1e-9
    assert abs(z_true - 3 * np.sin(2 * angle)) < 1e-9
    assert abs(z_smooth - np.sin(2 * angle) * (outside + smooth_inside)) < 1e-9
    return c, z_true, z_smooth, z_aug, norm_smooth, q_aug


angle_sp = np.pi / 4
angle_sp3 = np.arccos(0.5)
c, z_true, z_smooth, z_aug, norm_smooth, q_aug = analyse(angle_sp)
c3, t3, s3, a3, n3, q3 = analyse(angle_sp3)

# ---- atom moved to z = SHIFT, integrated on a laboratory cylindrical grid ----
SHIFT = 10.0
h = 0.05
zlab = np.arange(-35, 55, h) + h / 2
rho = np.arange(0, 45, h) + h / 2
Z, P = np.meshgrid(zlab, rho, indexing="ij")
distance = np.hypot(Z - SHIFT, P)
cosine = (Z - SHIFT) / distance
volume = 2 * np.pi * P * h * h
lab_true = np.sum(volume * Z * hybrid(distance, cosine, angle_sp, False)**2)
lab_smooth = np.sum(volume * Z * hybrid(distance, cosine, angle_sp, True)**2)
moved_smooth = SHIFT * norm_smooth + z_smooth
moved_aug = SHIFT * q_aug + z_aug
# the midpoint rule with this step has an error of a few 1e-4 here
assert abs(lab_smooth - moved_smooth) < 2e-3
assert abs(lab_true - (moved_smooth + moved_aug)) < 2e-3
assert abs(lab_true - (SHIFT + z_true)) < 2e-3

# ---- where inside the sphere the sp dipole integrals differ ----
regions = []
for low, high in ((0, 2), (2, 4)):
    Rr, Cr, Wr = sphere_grid([(low, high, 40)])
    regions.append([np.sum(Wr * hybrid(Rr, Cr, angle_sp, flag)**2 * Rr * Cr)
                    for flag in (False, True)])
assert abs(sum(a - b for a, b in regions) - z_aug) < 1e-10
grid = np.linspace(0, RC, 401)
assert np.all(f_poly[0](grid) > 0) and np.all(f_poly[1](grid[1:]) > 0)

debye = 1e-21 / const.c
to_debye = const.e * const.physical_constants["Bohr radius"][0] / debye

print(f"augmentation radius                     {RC:.1f} a0")
print(f"outside part of <s|z|p>                 {outside:.5f} a0")
print(f"true inside part of <s|z|p>             {true_inside:.5f} a0")
print(f"smooth inside part of <s|z|p>           {smooth_inside:.5f} a0")
print(f"augmentation moment M_sp                {M[0, 1]:.5f} a0")
print(f"missing charge q_ss                     {q[0, 0]:.5f} electrons")
print(f"missing charge q_pp                     {q[1, 1]:.5f} electrons")
print(f"sp: projector coefficients c_s, c_p     {c[0]:.5f} {c[1]:.5f}")
print(f"sp: smooth <z>                          {z_smooth:.5f} a0")
print(f"sp: augmentation <z>                    {z_aug:.5f} a0")
print(f"sp: smooth + augmentation <z>           {z_smooth + z_aug:.5f} a0")
print(f"sp: all-electron <z>                    {z_true:.5f} a0")
print(f"sp: relative error of smooth <z>        {100*(z_smooth/z_true-1):.2f} %")
print(f"sp: smooth norm                         {norm_smooth:.5f} electrons")
print(f"sp: missing charge                      {q_aug:.5f} electrons")
print(f"sp: renormalised smooth <z>             {z_smooth/norm_smooth:.5f} a0")
for name, (a, b) in zip(("0-2 a0", "2-4 a0"), regions):
    print(f"sp: {name} true, smooth, difference     {a:.5f} {b:.5f} {a-b:.5f} a0")
print(f"sp: dipole moment, smooth only          {-z_smooth*to_debye:.4f} D")
print(f"sp: dipole moment, with augmentation    {-(z_smooth+z_aug)*to_debye:.4f} D")
print(f"sp: dipole moment, all-electron         {-z_true*to_debye:.4f} D")
print(f"moved atom: nucleus at z                {SHIFT:.1f} a0")
print(f"moved atom: smooth first moment         {moved_smooth:.5f} a0")
print(f"moved atom: augmentation first moment   {moved_aug:.5f} a0")
print(f"moved atom: sum                         {moved_smooth+moved_aug:.5f} a0")
print(f"moved atom: lab grid smooth             {lab_smooth:.3f} a0")
print(f"moved atom: lab grid all-electron       {lab_true:.3f} a0")
print(f"moved atom + proton, smooth only        {SHIFT-moved_smooth:.5f} e a0")
print(f"moved atom + proton, augmented          {SHIFT-moved_smooth-moved_aug:.5f} e a0")
print(f"sp3: smooth <z>                         {s3:.5f} a0")
print(f"sp3: augmentation <z>                   {a3:.5f} a0")
print(f"sp3: smooth + augmentation <z>          {s3 + a3:.5f} a0")
print(f"sp3: all-electron <z>                   {t3:.5f} a0")
print(f"sp3: smooth norm                        {n3:.5f} electrons")
print("PASS")
```

Running it gives:

```
augmentation radius                     4.0 a0
outside part of <s|z|p>                 2.66798 a0
true inside part of <s|z|p>             0.33202 a0
smooth inside part of <s|z|p>           0.39600 a0
augmentation moment M_sp                -0.06398 a0
missing charge q_ss                     0.01967 electrons
missing charge q_pp                     0.05596 electrons
sp: projector coefficients c_s, c_p     0.70711 0.70711
sp: smooth <z>                          3.06398 a0
sp: augmentation <z>                    -0.06398 a0
sp: smooth + augmentation <z>           3.00000 a0
sp: all-electron <z>                    3.00000 a0
sp: relative error of smooth <z>        2.13 %
sp: smooth norm                         0.96219 electrons
sp: missing charge                      0.03781 electrons
sp: renormalised smooth <z>             3.18439 a0
sp: 0-2 a0 true, smooth, difference     -0.02249 0.01499 -0.03748 a0
sp: 2-4 a0 true, smooth, difference     0.35451 0.38100 -0.02649 a0
sp: dipole moment, smooth only          -7.7879 D
sp: dipole moment, with augmentation    -7.6252 D
sp: dipole moment, all-electron         -7.6252 D
moved atom: nucleus at z                10.0 a0
moved atom: smooth first moment         12.68583 a0
moved atom: augmentation first moment   0.31417 a0
moved atom: sum                         13.00000 a0
moved atom: lab grid smooth             12.686 a0
moved atom: lab grid all-electron       13.000 a0
moved atom + proton, smooth only        -2.68583 e a0
moved atom + proton, augmented          -3.00000 e a0
sp3: smooth <z>                         2.65348 a0
sp3: augmentation <z>                   -0.05541 a0
sp3: smooth + augmentation <z>          2.59808 a0
sp3: all-electron <z>                   2.59808 a0
sp3: smooth norm                        0.95311 electrons
PASS
```
